# Why interface-limited copper electromigration lifetime scales with line width times height

**Q:** I stress copper lines of different cross-section at the same temperature and current density. The force on each atom should then be the same in all of them. Why should the lifetime depend on width and height at all?

**A:** The force sets how fast a mobile atom drifts. The lifetime also depends on how many atoms are mobile and how many must leave.

Take a line of width $w$ and height $h$, fed with electrons through a via at its cathode end. A liner there stops copper from being resupplied. Atoms move in a layer of thickness $\delta$ under the top dielectric cap, and other paths are neglected for now. Let $F$ be the magnitude of the electron-wind force, which points along the electron flow:

$$F=Z^*e\rho j .$$

Here $Z^*$ is the effective charge magnitude, $\rho$ the resistivity and $j$ the current density.

Suppose an atom hops a distance $a$ forward or backward at rates $\nu e^{\pm Fa/2kT}$. Its mean drift speed is

$$u=a\nu\left(e^{Fa/2kT}-e^{-Fa/2kT}\right)=2a\nu\sinh\frac{Fa}{2kT}\simeq\frac{\nu a^2F}{kT}.$$

The last form needs $Fa\ll kT$. Without bias, hops occur at total rate $2\nu$ and each adds $a^2$ to the mean-square displacement, which therefore grows as $2\nu a^2t$. Since this equals $2Dt$, $D=\nu a^2$ and

$$u=\frac{DF}{kT}.$$

**Q:** What speed does that give in a real test?

**A:** I take round parameters for an accelerated test: 573 K, $j=2.5$ MA/cm², $\rho=4$ µΩ cm and $Z^*=1$. The field $\rho j$ is 1000 V/m, so $F=0.001$ eV/µm. With $kT=0.0494$ eV and $a=0.256$ nm, $Fa/kT$ is about $5\times10^{-6}$, well inside the linear regime.

For the interface I choose a prefactor of 0.01 cm²/s and an activation energy of 0.95 eV:

$$D=0.01\,e^{-0.95/0.0494}\ \text{cm}^2/\text{s}\simeq4.4\times10^{-11}\ \text{cm}^2/\text{s}.$$

Then $u=DF/kT\simeq321$ nm/h. This is the speed of atoms inside the interface layer, not the growth speed of the void.

**Q:** A wider line has more top interface and loses more copper per hour. Should it not fail sooner?

**A:** It loses more copper, but each nanometre of void also contains more copper. The mobile area in the cross-section is $\delta w$, so the volume removed per unit time is $\delta wu$. If the void fills the section $wh$, its length grows at

$$v=\frac{\delta wu}{wh}=\frac{\delta}{h}u .$$

The width has cancelled. The height remains because a taller line has more copper to remove but no more top interface to carry it. This assumes that diffusion on the void surface is fast enough to keep the void at full height.

For $\delta=0.5$ nm and $h=180$ nm, $v=321\times0.5/180\simeq0.89$ nm/h.

**Q:** Then where does the width in the lifetime come from?

**A:** It comes from the failure criterion. In a minimum-width layout the via is about as wide as the line. A void growing beneath it must extend by about one via diameter before the copper contact is lost. The critical length is therefore

$$L_c=\alpha w,$$

with $\alpha$ of order one and fixed by the layout. Dividing by the growth speed gives

$$t=\frac{L_c}{v}=\frac{\alpha wh}{\delta u}
=\frac{\alpha wh\,kT}{\delta D\,Z^*e\rho j}.$$

So the factor $h$ comes from transport and the factor $w$ from the length of void that the via tolerates. With $w=100$ nm and $\alpha=1$, $t=100/0.893\simeq112$ h.

Halving either dimension alone gives 56 h, and halving both gives 28 h. These comparisons hold $j$, $T$, $\rho$, $\delta D$, $Z^*$ and $\alpha$ fixed. If the total current $I$ is fixed instead, $j=I/(wh)$ and $t\propto(wh)^2$. Halving both dimensions then quadruples $j$ and leaves one sixteenth of the lifetime, 7 h, if $T$ and $\rho$ do not change.

**Q:** If I shrink both dimensions and see a quarter of the lifetime, have I shown that the top interface dominates?

**A:** No. Suppose the two sidewalls carry the atoms, with drift speed $u_s$. The mobile area is $2\delta h$, so

$$v=\frac{2\delta h u_s}{wh}=\frac{2\delta u_s}{w},\qquad
t=\frac{\alpha w^2}{2\delta u_s}.$$

A uniform shrink by two again gives one quarter. Varying the dimensions separately distinguishes these two cases: for sidewall transport, halving $w$ gives one quarter and halving $h$ changes nothing. It cannot tell the top from the floor, whose mobile area is also $\delta w$ and which gives the same $wh$ law.

The void shape matters too. If a shallow slit of fixed depth $d$ can cut off the via, the volume to remove is $L_cwd$, and

$$t_{\rm slit}=\frac{\alpha wd}{\delta u}.$$

The factor $h$ is gone from this growth time. For $d=20$ nm, $t_{\rm slit}=100\times20/(0.5\times321)\simeq12$ h, nine times shorter than for the full-height void.

**Q:** Copper piles up at the anode and should push back. Why is that absent from the formula?

**A:** The formula assumes that the line is long enough for the void to fail the contact before the push arrives. Let $x$ run from cathode to anode and let $\sigma$ be positive in tension. Atoms are drawn toward higher tension, so the total force on one is $F+\Omega\,\partial\sigma/\partial x$, where $\Omega$ is the atomic volume. Averaged over the section, the diffusivity is $D_{\rm eff}=D\delta/h$ and the atom flux is

$$J=\frac{D_{\rm eff}}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

Adding atoms to a confined line compresses it. With effective modulus $B$ and atom concentration $c$, $\partial\sigma/\partial t=-B\Omega\,\partial c/\partial t$. Conservation gives $\partial c/\partial t=-\partial J/\partial x$. The two minus signs cancel, and since $F$ is uniform and $D_{\rm eff}$ is taken as independent of stress,

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad
\kappa=\frac{D_{\rm eff}B\Omega}{kT}.$$

The void surface is free, so $\sigma(0)=0$. No atoms leave at the anode, $x=L$, so $\partial\sigma/\partial x=-G$ there, with $G=F/\Omega$. In a line that starts free of stress, copper missing from the void is stored as compression, which makes the void length

$$\ell=-\frac1B\int_0^L\sigma\,dx .$$

When the flux has stopped everywhere, $\sigma=-Gx$ and $\ell_\infty=GL^2/(2B)$. The void never reaches $L_c$ if

$$L<L_{\min}=\sqrt{\frac{2BL_c}{G}} .$$

With $\Omega=0.0118$ nm³, $G\simeq13.6$ MPa/µm. For a rough $B=10$ GPa, $L_{\min}\simeq12$ µm.

**Q:** My line is 100 µm long. Is that long enough, and what happens nearer the limit?

**A:** The stress spreads from the anode over a distance of order $\sqrt{\kappa t}$. Because $v=D_{\rm eff}F/kT=\kappa G/B$, failure at $t=L_c/v$ occurs when $\kappa t=BL_c/G=L_{\min}^2/2$. The spread is then about 8.6 µm, far short of 100 µm, so the void still grows at its initial speed.

The anode stress follows from the same equation. Let $y$ be the distance back from the anode. The gradient $\partial\sigma/\partial y$ also obeys the diffusion equation, starts at zero and is held at $G$ at $y=0$. It is therefore $G\,\mathrm{erfc}(y/2\sqrt{\kappa t})$. Far away $\sigma=0$, so integrating back to the anode gives

$$\sigma_{\rm anode}=-G\int_0^\infty\mathrm{erfc}\frac{y}{2\sqrt{\kappa t}}\,dy=-2G\sqrt{\frac{\kappa t}{\pi}} .$$

At failure this is about $-130$ MPa. If the dielectric cracked and let copper extrude at a smaller stress, this model would no longer apply.

For a 15 µm line I solved the stress equation numerically on 800 cells. With the void edge held at $x=0$, the lifetime is 1.36 times the long-line value. Between widths of 98 and 102 nm, the local exponent of $w$ is about 1.7. Letting the edge move as the void grows shifts these to 1.37 and about 1.8. Keeping the edge fixed but letting the diffusivity vary with stress as $e^{\Omega\sigma/kT}$ gives 1.39 and about 1.8. A wider line needs a longer void, and the last part of that void grows against back-stress. At fixed $B$ the exponent of $h$ remains one: height then enters through $\kappa\propto1/h$ alone, which rescales time without changing the stress profile needed for failure. In a real line $B$ depends on $h/w$ and on the dielectric, which changes the short-line exponents. It leaves the lifetime unchanged only for a line that starts free of stress and is much longer than $L_{\min}\propto\sqrt B$.

**Q:** You started with a void already present. Does the time to form one spoil the scaling?

**A:** Before a void opens, the blocked cathode has $\partial\sigma/\partial x=-G$, and the same integral gives a tension $2G\sqrt{\kappa t/\pi}$. Setting it equal to a nucleation stress $\sigma_c$ and squaring gives

$$t_n=\frac{\pi\sigma_c^2}{4G^2\kappa}.$$

At fixed $B$ this is proportional to $h$ and independent of $w$. For an assumed $\sigma_c=40$ MPa and no initial thermal stress, $t_n\simeq10$ h.

The total lifetime is not 10 h longer, however. Once the void opens, its surface stress drops to zero while tension remains just inside the line. That gradient pulls atoms away from the void and speeds its early growth. Following both stages numerically gives a net delay of about 1.2% of the 112 h lifetime. A much larger $\sigma_c$ would make nucleation matter more and weaken the width dependence. The slit void is affected already at 40 MPa, because its 12 h growth time is comparable to $t_n$. Its lifetime becomes about 17 h, and part of the height dependence returns, with a local exponent of about 0.4.

**Q:** How close is this to an actual interconnect, and what would move your numbers most?

**A:** The dimensions are roughly those of a 65 nm-generation copper line, and the test temperature and current density are typical of accelerated stressing. The diffusion parameters, $Z^*$ and $B$ are round model values, so 112 h is not a prediction for a particular process. For the 100 µm line under these test conditions, and with the weak side paths assumed below, the slit void is the largest of the departures estimated here: it shortens the growth time by the factor of nine above, and the lifetime by about seven once nucleation at 40 MPa is included. A vertical grain boundary running along the line and spanning its full height, also 0.5 nm thick and with a tenth of the interface diffusivity, would add about $0.1h/w=18\%$ to the flux. That tenth is only an assumed ratio. Tracer data for pure copper put grain-boundary diffusion roughly ten or more times above the interface value chosen here, and further above it at lower temperature. A continuous boundary would then carry most of the flux and give the sidewall scaling, so the $wh$ result presumes a bamboo-like line without such a path. Liner walls and floor with one hundredth of that diffusivity would add about $0.01(1+2h/w)\simeq5\%$.

**Q:** My tester stops at a 10% resistance rise, not when the copper contact opens. Is that equivalent?

**A:** Nearly, for a via that sits above the line. If the via touches the sidewall liner, current can still cross the gap through that liner after the void passes the via. Without such contact the circuit opens, and the two criteria nearly coincide: with a 3 nm liner under the via, the shrinking contact reaches the 10% rise about a nanometre before it closes. Let the liner have thickness $s$ and resistivity $\rho_l$, and cover two sides and the floor. Suppose first that the current fills this whole liner section evenly, which overestimates the extra void length. The extra length $\Delta L$ needed for a fractional rise $f$ then satisfies

$$\frac{\rho_l\Delta L}{s(2h+w)}=f\frac{\rho L}{wh},$$

neglecting the small resistance of the copper removed. For $s=3$ nm, $\rho_l=200$ µΩ cm and $f=0.1$, the liner adds 1.45 Ω/nm and the line resistance is 222 Ω. Thus $\Delta L=22.2/1.45\simeq15$ nm.

Halving $w$ and $h$, with $L$ and $s$ fixed, quadruples the line resistance but only doubles the liner resistance per length. The extra void grows to 31 nm. The lifetime ratio becomes

$$0.25\times\frac{(50+30.7)/50}{(100+15.3)/100}\simeq0.35,$$

instead of 0.25. Even filling needs a gap longer than about $h$, however, and these gaps are much shorter. The via touches the sidewall liner only along its top edge, so the current crowds into the upper corner next to the copper. With a sheet resistance $\rho_l/s\simeq670$ Ω per square, Laplace's equation on the unfolded liner gives about 180 Ω for a 15 nm gap, against the 22 Ω needed. A sheet description fails for gaps shorter than the 3 nm liner thickness. Resolving that thickness gives about 120 Ω for a 2 nm gap and roughly 100 Ω as the gap goes to zero. In the half-size line the zero-gap value, roughly 115 Ω, already exceeds the 89 Ω needed. The resistance therefore jumps past 10% within a nanometre or two of the loss of copper contact, and the ratio stays close to 0.25. The even-filling value of 1.45 Ω/nm describes only the later slope of the resistance, once the gap is long. Liner heating is ignored, although the mean current density there is about 33 MA/cm² and higher in the corner.

**Q:** And at operating conditions?

**A:** At 378 K and 1 MA/cm², with $\rho=2.8$ µΩ cm, the lifetime is multiplied by

$$\frac{378}{573}\times\frac{4}{2.8}\times\frac{2.5}{1}\times
\exp\left[\frac{0.95\ \text{eV}}{k}\left(\frac1{378\ \text{K}}-\frac1{573\ \text{K}}\right)\right]
\simeq4.8\times10^4 .$$

This gives about 600 years for the full-section void in a line that starts free of stress. It is not a product lifetime, which is set by the earliest failures among many lines. It is also sensitive to the activation energy: lowering that by 0.1 eV while keeping the 112 h test result would divide the extrapolated value by about 2.8. The $wh$ scaling itself survives the change of temperature as long as the top interface remains the dominant path, the line remains long and thermal stress is negligible. The last condition is doubtful, because confined copper goes into tension on cooling. An initial tension $\sigma_0$ relaxes into the void and adds $2\sigma_0\sqrt{\kappa t/\pi}/B$ to its length. For $\sigma_0=50$ MPa the lifetime falls to about 250 years and the local exponent of $w$ rises to about 1.4. That lifetime depends on $B$: it is about 135 years for $B=3$ GPa and 365 years for $B=30$ GPa. The 50 MPa is a mild value. Suppose the line is stress-free near 573 K and is clamped along its length to silicon. An expansion mismatch of $14\times10^{-6}$/K over 195 K, with Young's modulus $E\simeq120$ GPa, then gives an elastic axial stress $E\,\Delta\alpha\,\Delta T\simeq330$ MPa. That is a mean stress near 110 MPa, before lateral confinement or plastic relaxation. At 100 and 200 MPa the lifetime is about 120 and 40 years, with exponents near 1.7 and 1.9. These values keep the diffusivity independent of stress, although $\Omega\sigma_0/kT$ reaches 0.45 at 200 MPa. A factor $e^{\Omega\sigma/kT}$ lowers the 50, 100 and 200 MPa lifetimes to about 240, 110 and 34 years and barely moves the exponents. Without initial stress the threshold length has risen to about 23 µm, because the weaker wind force is easier for back-stress to balance; 50 MPa of initial tension would lower it to about 13 µm.

Numerical values quoted here were computed with a short program.
